# Impact Angle of Positive Ions on a Positively Biased Planar Sample

In sputter depth profiling a beam of primary ions erodes a film while the ejected material is analysed. To collect positive secondary ions, the sample can be held at a positive potential. The same potential retards a positive primary beam, and so changes its energy and, at oblique incidence, its direction before impact.

A source at potential $V_0$ releases ions of mass $m$ and charge $q>0$, practically at rest. They enter a grounded, field-free column and travel there in a straight line at angle $\theta_0$ to the normal of a flat sample. They then cross a grounded entry plane at $z=0$ and meet the sample, held at potential $V_s$, at $z=d$. The $z$ axis points into the sample, and $x$ lies along the surface in the plane of incidence. All angles are measured from the normal. Between the two planes the static potential $\Phi(z)$ depends on $z$ alone, with $\Phi(0)=0$ and $\Phi(d)=V_s$. Collisions, magnetic fields and relativistic corrections are neglected; part (g) gives the size of the relativistic shift.

The algebra uses atomic units, in which the elementary charge is 1 and $qV$ is an energy. Numerical values are given in the practical units stated with them. The example is an $\mathrm{O_2^+}$ beam with $V_0=10$ kV, $V_s=4.5$ kV, $\theta_0=30^\circ$ and $d=5$ mm.

## (a) Which quantities are conserved, and what is the impact energy?

**Solution.** The force is $-q\nabla\Phi$. Since $\Phi$ does not depend on $x$,

$$m\ddot x=0,\qquad m\ddot z=-q\frac{d\Phi}{dz}.$$

The first equation says that the lateral velocity keeps its entry value,

$$v_x=v_0\sin\theta_0 ,$$

where $v_0$ is the speed in the column. Multiplying the second equation by $\dot z$ gives

$$\frac{d}{dt}\left(\frac{m\dot z^2}{2}\right)=-q\frac{d\Phi}{dz}\dot z=-q\frac{d\Phi}{dt},$$

so $m\dot z^2/2+q\Phi$ is constant. Adding the constant lateral energy $mv_x^2/2$ shows that the total energy is constant too. An ion that starts at rest at potential $V_0$ has total energy $qV_0$. With $v$ the speed at impact,

$$\frac{mv_0^2}{2}=qV_0,\qquad \frac{mv^2}{2}=q(V_0-V_s).$$

For the singly charged ion the impact energy is $10\,000-4500=5500$ eV. If the molecule breaks up on impact, its two equal atoms carry about 2750 eV each on average. Kinetic energy released in the break-up spreads the two energies by much more than its own size, because the break-up velocity adds to the beam velocity: a release of 1 eV shared equally gives energies between $(\sqrt{2750}-\sqrt{0.5})^2\simeq2676$ eV and $(\sqrt{2750}+\sqrt{0.5})^2\simeq2825$ eV.

## (b) Find the impact angle $\theta$, and evaluate it for the example.

**Solution.** At the surface the lateral velocity is $v\sin\theta$. Its conservation requires

$$v\sin\theta=v_0\sin\theta_0 .$$

The energies in (a) give $v_0/v=\sqrt{V_0/(V_0-V_s)}$, because the factor $2q/m$ cancels. Hence

$$\boxed{\sin\theta=\sin\theta_0\sqrt{\frac{V_0}{V_0-V_s}}}$$

The retarding field removes normal velocity and leaves lateral velocity untouched, so a positive sample turns the path away from the normal. Mass and charge cancel because the same source potential accelerates every ion. The shape of $\Phi(z)$ cancels because only its end values enter the energy.

For the example,

$$\sin\theta=0.5\sqrt{\frac{10}{5.5}}=0.5\times1.3484=0.6742,$$

$$\theta=42.4^\circ\quad(0.740\ \text{rad}).$$

The division of energy gives the same answer. The lateral energy is $10\,000\sin^2 30^\circ=2500$ eV throughout. The normal energy falls from 7500 eV at entry to $7500-4500=3000$ eV at impact, so $\tan\theta=\sqrt{2500/3000}=0.913$.

Numerical integration of Newton's equations in a uniform field gives $42.392^\circ$, as does the formula. With the curved potential $\Phi=V_s(0.3s+0.7s^3)$, where $s=z/d$, the integrated angle is again $42.392^\circ$. Such a potential needs space charge in the gap, since without it a potential that depends on $z$ alone is linear; it serves here to test the independence from the shape of $\Phi$.

If the sample potential is reversed to $-4.5$ kV, the same derivation applies with $V_s<0$. The positive ions are now accelerated to 14,500 eV and strike at $24.5^\circ$, closer to the normal. For $V_s=0$ the path is straight and $\theta=\theta_0$.

## (c) When does the ion reach the sample at all?

**Solution.** The normal energy at depth $z$ is the total energy minus the potential and lateral energies:

$$\frac{m\dot z^2}{2}=qV_0-q\Phi(z)-qV_0\sin^2\theta_0
=q\left[V_0\cos^2\theta_0-\Phi(z)\right].$$

It must remain positive up to the surface. For a potential that rises steadily to the sample, the condition is

$$V_s<V_0\cos^2\theta_0 .$$

If $\Phi$ has a maximum inside the gap, that maximum must lie below $V_0\cos^2\theta_0$ instead. It is not enough that $V_s<V_0$, since the lateral energy cannot help the ion to climb the potential.

At an aim of $30^\circ$ the largest bias is $10\times0.75=7.5$ kV. As the bias approaches this limit, the normal velocity at impact vanishes and $\theta$ tends to $90^\circ$. At 7.4 kV the angle is already $78.7^\circ$.

The condition also explains why the reference direction of the aim matters. If $30^\circ$ were measured from the surface, then $\theta_0=60^\circ$, and the normal entry energy would be 2500 eV, too little to climb 4500 eV. In a uniform field $\Phi=V_sz/d$, and the ion turns where its normal energy vanishes:

$$z_{\rm turn}=d\,\frac{V_0\cos^2\theta_0}{V_s}
=5\times\frac{2.5}{4.5}=2.78\ \text{mm}.$$

There is a related limit when the impact energy is lowered by reducing $V_0$, with $V_s>0$ and $\theta_0$ held fixed. The condition reads $V_0>V_s/\cos^2\theta_0$, and subtracting $V_s$ gives

$$q(V_0-V_s)>qV_s\left(\frac{1}{\cos^2\theta_0}-1\right)=qV_s\tan^2\theta_0 .$$

For $V_s=4.5$ kV and $\theta_0=30^\circ$, the impact energy of a singly charged ion must exceed 1500 eV. Lower energies require a smaller bias or a steeper approach.

## (d) Where does the ion land if the field in the gap is uniform?

**Solution.** Write $u_0=v_0\cos\theta_0$ and $u_1=v\cos\theta$ for the normal velocities at entry and impact. The normal deceleration is constant, so the mean normal velocity is $(u_0+u_1)/2$. The transit time and lateral travel are therefore

$$t=\frac{2d}{u_0+u_1},\qquad
L=v_0\sin\theta_0\,t=\frac{2d\,v_0\sin\theta_0}{u_0+u_1}.$$

Each velocity is proportional to the square root of its share of the energy, with the same factor, so

$$L=2(5)\frac{\sqrt{2500}}{\sqrt{7500}+\sqrt{3000}}=3.54\ \text{mm}.$$

Without the field the travel would be $d\tan\theta_0=2.89$ mm. The bias moves the landing point forward by 0.65 mm. To hit the original point at the same $\theta_0$, the incoming beam must be displaced backward by this distance. Correcting the position by a change of direction would also change the impact angle.

Unlike the angle, the landing point depends on the shape of $\Phi$. The curved potential in (b) gives $L=3.28$ mm. Inside the gap $0.3s+0.7s^3<s$, so the ion climbs later than in the uniform field. It is faster at each intermediate depth and has less time to move sideways.

## (e) How sensitive is the angle to the aim and the two potentials?

**Solution.** The logarithm of the result in (b) is

$$\ln\sin\theta=\ln\sin\theta_0+\tfrac12\ln V_0-\tfrac12\ln(V_0-V_s).$$

Taking differentials, and using $d\ln\sin\theta=d\theta/\tan\theta$, gives

$$\frac{d\theta}{\tan\theta}=\frac{d\theta_0}{\tan\theta_0}
+\frac12\left(\frac1{V_0}-\frac1{V_0-V_s}\right)dV_0
+\frac{dV_s}{2(V_0-V_s)}.$$

The bracket equals $-V_s/[V_0(V_0-V_s)]$. With the other two variables held fixed in each case,

$$\frac{\partial\theta}{\partial\theta_0}=\frac{\tan\theta}{\tan\theta_0},\qquad
\frac{\partial\theta}{\partial V_s}=\frac{\tan\theta}{2(V_0-V_s)},$$

$$\frac{\partial\theta}{\partial V_0}=-\frac{V_s\tan\theta}{2V_0(V_0-V_s)}.$$

The last two are in radians per unit potential. For the example, the three values are 1.58 degrees per degree, $4.75$ degrees per kV and $-2.14$ degrees per kV. An aim error of $0.5^\circ$ thus becomes about $0.8^\circ$ at the sample. If both potentials drift by the same small fraction, their effects cancel, as they must when $\theta$ depends only on $V_s/V_0$.

All three sensitivities contain $\tan\theta$ and diverge at the grazing limit. An instrument working near that limit has a poorly controlled impact angle.

## (f) What does a small sample tilt do?

**Solution.** Let the surface be $z=d+\alpha x$, with $x=0$ at the entry point and $|\alpha|\ll1$ in radians. The gap widens along the lateral motion if $\alpha>0$. To first order in $\alpha$, the potential between the two planes is

$$\Phi=\frac{V_sz}{d+\alpha x},\qquad
-\frac{\partial\Phi}{\partial x}\simeq\frac{\alpha V_sz}{d^2}.$$

The field now has a lateral part, so $v_x$ is no longer conserved. Let $a=qV_s/(md)$ be the unperturbed deceleration, for which $at=u_0-u_1$. Integrating the lateral acceleration $\alpha az/d$ along the unperturbed path $z=u_0t'-at'^2/2$ gives

$$\delta v_x=\frac{\alpha a}{d}\left(\frac{u_0t^2}{2}-\frac{at^3}{6}\right)
=\frac{\alpha at^2}{6d}(2u_0+u_1).$$

Substituting $at=u_0-u_1$ and $t/d=2/(u_0+u_1)$,

$$\delta v_x=\alpha\frac{(u_0-u_1)(2u_0+u_1)}{3(u_0+u_1)}.$$

The velocity along the tilted surface is $v_x+\alpha v_z$ to first order, so its total change is $\delta v_x+\alpha u_1$. The impact speed is fixed by energy. Differentiating $v\sin\theta$ at constant $v$ then gives $v\cos\theta\,\delta\theta=u_1\delta\theta$ for the same change. On a common denominator,

$$3u_1(u_0+u_1)+(u_0-u_1)(2u_0+u_1)=2(u_0^2+u_0u_1+u_1^2),$$

and therefore

$$\delta\theta=\frac{2(u_0^2+u_0u_1+u_1^2)}{3u_1(u_0+u_1)}\,\alpha .$$

Without a bias, $u_0=u_1$ and $\delta\theta=\alpha$, as geometry demands. In the example $u_0:u_1=\sqrt{7.5}:\sqrt3$, which gives $\delta\theta=1.31\alpha$. A tilt of $0.5^\circ$ should shift the impact angle by $0.66^\circ$. Integration in the full wedge potential gives $+0.657^\circ$ for a widening gap and $-0.655^\circ$ for a narrowing one.

## (g) How much can the example's angle be trusted in a real instrument?

**Solution.** Take a CdTe film as the sample. The 5 mm gap, the beam and film data below and the 1 mm radius of the beam hole are rough typical values. Film resistivity in particular can differ by orders of magnitude. In a real device the field is not exactly planar, since the entry electrode needs openings.

Field leaks through the beam hole. The potential in the opening is positive and falls to zero at the metal rim, so a positive ion off the centre is pushed outward. Near the axis of a round hole, Laplace's equation gives $\partial\Phi/\partial\rho\simeq-(\rho/2)\,\partial^2\Phi/\partial z^2$, where $\rho$ is the distance from the axis. The axial derivative $\partial\Phi/\partial z$ rises from zero to $F=V_s/d$ across the hole. For a nearly constant offset $x_h$ and normal velocity $u_0$, the lateral kick is

$$\delta v_x=\frac{qx_h}{2mu_0}\int\frac{\partial^2\Phi}{\partial z^2}\,dz
=\frac{qFx_h}{2mu_0},\qquad
\delta\theta=\frac{\delta v_x}{u_1}=\frac{qFx_h}{2mu_0u_1}.$$

Here $F=0.9$ kV/mm. For $x_h=0.2$ mm, $qFx_h=180$ eV and $mu_0u_1=2\sqrt{7500\times3000}=9487$ eV, so $\delta\theta\simeq0.0095$ rad, or $0.54^\circ$. Numerical paths through a model of a hole in a thin plate give $+0.47^\circ$ for a forward offset and $-0.43^\circ$ for a backward one. The estimate is only approximate, mainly because it assumes a constant small offset, while the inclined ray sweeps across the hole as it passes through. The change of normal velocity matters much less. A centred ray shifts by $0.02^\circ$.

The film can also charge. A current of 100 nA in a stationary spot 50 µm wide has a mean density of 5.09 mA/cm². If all of it crosses a 3000 nm film of resistivity $10^7$ ohm cm without spreading sideways, the voltage drop is

$$(5.09\times10^{-3})(10^7)(3\times10^{-4})=15.3\ \text{V},$$

with current density in A/cm² and thickness in cm. Treated as a rise of the whole surface potential, this adds $0.07^\circ$. In this ohmic estimate the shift grows in proportion to resistivity while it is small. Ohmic conduction is already doubtful here. The field in the film is about 0.05 MV/cm, enough to lower the barrier of a charged trap by about twice the thermal energy at room temperature, and injected carriers cross the film much faster than its dielectric relaxation time. The 15.3 V is therefore a rough figure, and the real drop can be much smaller. The estimate should not be extended at all to a film ten times more resistive, where the field would be about 0.5 MV/cm. The value of $0.07^\circ$ overstates the shift at the centre of a small charged spot, because the sideways field of the spot slows the lateral motion of the arriving ion.

Three further effects are smaller in this example. A source energy higher by 10 eV changes the angle by $-0.02^\circ$. The image attraction of a metal, $q^2/(4z_i)$ in atomic units at distance $z_i$ from the surface, is 1.80 eV at 0.2 nm and changes it by $-0.009^\circ$; for a semiconductor such as CdTe, with dielectric constant $\varepsilon$, the attraction is weaker by the factor $(\varepsilon-1)/(\varepsilon+1)$. The relativistic shift is about $2\times10^{-6}$ degrees.

With the stated tilt and beam offset and an exact aim, the two largest shifts are $0.66^\circ$ and $0.47^\circ$, and they may add or partly cancel. The impact angle is therefore best quoted as $42^\circ$, with an uncertainty of about one degree for these conditions. This figure leaves out any aim error, which by (e) is multiplied by 1.58 at the sample. It also leaves out surface relief, whose local slopes change the local angle directly, and the field of other openings, such as the one through which secondary ions leave. That field need not be small: in the thin-plate picture, with the fields of the two holes simply added, a round opening above the landing point lowers the angle by roughly $0.1^\circ$ for a radius of 1 mm and roughly $0.8^\circ$ for 2 mm. The numerical output lists the values used here.

## Computed values

```
Source potential: 10.0 kV
Sample potential: 4.5 kV
Aim angle from normal: 30.0 deg
Gap: 5.0 mm
O2+ mass: 31.998 u
Impact energy per ion: 5500 eV
Impact energy per O atom: 2750 eV
Square root of V0/(V0-Vs): 1.3484
Sine of impact angle: 0.6742
Impact angle, formula: 42.392 deg
Impact angle, formula: 0.7399 rad
Impact angle, integrated path: 42.392 deg
Impact angle, curved potential: 42.392 deg
Normal energy at entry: 7500 eV
Normal energy at impact: 3000 eV
Lateral energy, constant: 2500 eV
Largest bias for impact at this aim: 7.50 kV
Impact angle 0.1 kV below that bias: 78.69 deg
Turning depth for 60 deg aim: 2.778 mm
Transit time: 28.80 ns
Lateral travel: 3.537 mm
Lateral travel without field: 2.887 mm
Landing shift due to field: 0.650 mm
Lateral travel, curved potential: 3.283 mm
Angle at -4.5 kV sample: 24.53 deg
Energy at -4.5 kV sample: 14500 eV
Sensitivity to aim: 1.581 deg/deg
Sensitivity to sample bias: 4.755 deg/kV
Sensitivity to source potential: -2.140 deg/kV
Beam hole radius: 1.0 mm
Beam misalignment in hole: 0.2 mm
Hole shift, centred ray: +0.019 deg
Hole shift, ray displaced forward: +0.467 deg
Hole shift, ray displaced backward: -0.428 deg
Largest plate potential error in hole model: 0.92 V
Sample tilt: 0.5 deg
Tilt shift, gap widening along beam: +0.657 deg
Tilt shift, gap narrowing along beam: -0.655 deg
Beam current: 100 nA
Spot diameter: 50 um
CdTe film thickness: 3000 nm
CdTe film resistivity, rough: 1e+07 ohm cm
Current density in spot: 5.09 mA/cm2
Charging voltage across film: 15.3 V
Field in film: 0.051 MV/cm
Charging shift: +0.073 deg
Source energy offset: 10 eV
Energy offset shift: -0.0214 deg
Image distance: 0.2 nm
Image energy, metal: 1.80 eV
Image shift: -0.0086 deg
Relativistic shift: +2.0e-06 deg
```
